# The Jahn-Teller selection rule for $O_h$, $T_d$ and linear molecules, part 2

The question is which vibrations split a degenerate electronic level in first order, at clamped nuclei and without a magnetic field. The theorem to be proved for $O_h$ and $T_d$: every level of degeneracy $d>1$, except $d=2$ with $\varepsilon=-1$, has a vibration that is not totally symmetric and whose linear coupling is allowed. If that constant is not zero, the symmetric geometry is not a minimum of the lowest surface.

$H(Q)$ is the electronic Hamiltonian. The real displacements $Q_a$ are normalised so that $\sum_aQ_a^2$ is the sum of squared Cartesian displacements. Within the level, $W(Q)=\sum_aQ_aW_a$ gives the first-order energies. If $g$ acts on the level by $D(g)$, then $DW(Q)D^\dagger=W(gQ)$. Totally symmetric modes have $W\propto1$; the others have $\operatorname{tr}W_a=0$, so a non-zero $W$ lowers one surface linearly (A.2). $K$ is a force constant.

Time reversal $\Theta$ is antiunitary, $\langle\Theta\phi|\Theta\chi\rangle=\langle\chi|\phi\rangle$, with $\Theta^2=\varepsilon$: $-1$ for an odd number of electrons with spin-orbit coupling, otherwise $+1$. It acts on coefficients as $c\mapsto Uc^*$, with $UU^*=\varepsilon$. Time-even matrices obey $UW^*U^\dagger=W$, time-odd ones $UW^*U^\dagger=-W$; vibrations couple only through even ones. The identity of A.3 is $\sigma_y\sigma_k^*\sigma_y=-\sigma_k$.

$R$ is the $3\times3$ matrix of a group element. $E$ is defined as the action $S\mapsto RSR^{\mathsf T}$ on diagonal traceless matrices. On the classes $E,8C_3,3C_2,6C_4,6C_2'$ the characters are $A_2$: $1,1,1,-1,-1$; $E$: $2,-1,2,0,0$; $T_1$: $3,0,-1,1,-1$; $T_2$: $3,0,-1,-1,1$; and, for the spinor quartet, $G_{3/2}$: $4,-1,0,0,0$. The row $6,0,2,0,2$ is $A_1+E+T_2$. $E_{1/2}$ and $E_{5/2}$ are the spinor doublets. The even squares, symmetric $[\,]$ or antisymmetric $\{\,\}$, are

$$[E^2]=A_1+E,\qquad [T_1^2]=[T_2^2]=\{G_{3/2}^2\}=A_1+E+T_2,\qquad \{E_{1/2}^2\}=\{E_{5/2}^2\}=A_1. \tag{4}$$

An accompanying program checks the results.

## A.6 The vibrations exist

On the $3N$ Cartesian displacements only atoms left in place by $R$ contribute to the trace, each with $\operatorname{tr}R$. Translations transform with $R$ and rigid rotations, being axial vectors, with $(\det R)R$. Removing both,

$$\chi_{\rm vib}=N_{\rm fixed}\operatorname{tr}R-\operatorname{tr}R-\det R\,\operatorname{tr}R .$$

Rigid motions are removed because they transform $H$ unitarily and change no energy.

For $XY_6$, $N_{\rm fixed}=7,1,3,3,1$ and $\operatorname{tr}R=3,0,-1,1,-1$ on the rotations give $15,0,-1,1,1$. On the products with inversion, $i,S_6,\sigma_h,S_4,\sigma_d$, $N_{\rm fixed}=1,1,5,1,3$ and $\operatorname{tr}R=-3,0,1,-1,1$; the last two terms cancel and leave $-3,0,5,-1,3$. Half the sum of the two rows is the gerade part, $6,0,2,0,2$, already decomposed as $a_{1g}+e_g+t_{2g}$. Half the difference is $9,0,-3,1,-1$, with $n_{T_1}=(27+9+6+6)/24=2$ and $n_{T_2}=(27+9-6-6)/24=1$, that is $2t_{1u}+t_{2u}$. For $XY_4$, $N_{\rm fixed}=5,2,1,1,3$ and $\operatorname{tr}R=3,0,-1,-1,1$ on $E,C_3,C_2,S_4,\sigma_d$ give $9,0,1,-1,3$, with $n_{A_1}=(9+3-6+18)/24=1$, $n_E=(18+6)/24=1$ and $n_{T_2}=(27-3+6+18)/24=2$: $a_1+e+2t_2$. Both molecules have the $e$ and $t_2$ modes that (4) asks for, gerade in the octahedron.

The same holds for every molecule of symmetry $O_h$ or $T_d$. Let $\mathbf R_A$ be the atomic positions and $S$ a real symmetric traceless $3\times3$ matrix, and displace the atoms by the homogeneous strain $\mathbf u_A=S\mathbf R_A$. Under $g$ the displacement of atom $A$ is rotated and handed to the atom at $R\mathbf R_A$: $RS\mathbf R_A=(RSR^{\mathsf T})(R\mathbf R_A)$. The strains thus form an invariant set that transforms as $S\mapsto RSR^{\mathsf T}$. The diagonal $S$ are $E$ by definition. The off-diagonal $S_{yz},S_{zx},S_{xy}$ have characters $3,0,-1,-1,1$ (under $C_4$ about $z$ only $xy$ maps to itself, with sign $-1$; under the $C_2'$ that swaps $x,y$ and reverses $z$, $xy$ is fixed and $yz,zx$ are exchanged), which is $T_2$. Both are unchanged by $R\to-R$.

Two sums control the rest. $\sum_A\mathbf R_A$ is an invariant vector, and the vector representation is irreducible of dimension 3, so the sum is zero. $\sum_A\mathbf R_A\mathbf R_A^{\mathsf T}$ commutes with every $R$, so by Schur's lemma it is $\mu\,1$, with $\mu>0$ if any atom is off the centre. Then $\sum_A|\mathbf u_A|^2=\mu\operatorname{tr}S^2>0$, so no strain is the zero displacement. The overlap with a translation $\mathbf t$ is $\mathbf t\cdot S\sum_A\mathbf R_A=0$. The overlap with a rotation $\Omega\mathbf R_A$, $\Omega^{\mathsf T}=-\Omega$, is $\mu\operatorname{tr}(\Omega^{\mathsf T}S)=0$, the trace of an antisymmetric times a symmetric matrix. Both sums hold for each set of equivalent atoms separately, so mass weighting changes nothing. The five strains are therefore true vibrations of species $e_g+t_{2g}$, or $e+t_2$.

Every degenerate representation other than $E_{1/2}$ and $E_{5/2}$ has $E$ in its even square by (4), and every such molecule has an $e$ vibration, so A.2 applies and the theorem is proved. The program tests the strain statement on six types of orbit in $O_h$ (6, 8, 12, 24, 24 and 48 atoms) and four in $T_d$ (4, 6, 12 and 24 atoms). The smallest counts are one $e$ and one $t_2$, found for 6 atoms in $O_h$ and 4 atoms in $T_d$. These orbits have no central atom, which is why the bare tetrahedron has one $t_2$ mode where $XY_4$ has two.

A level whose degeneracy is only spin, an orbital singlet, has $W=0$ for all non-symmetric modes when spin-orbit coupling is absent. With the coupling on, a quartet such as $A_2\otimes G_{3/2}=G_{3/2}$ falls under the theorem, but its constants vanish as the spin-orbit constant goes to zero.

## A.7 Kramers doublets

For $d=2$ and $U=i\sigma_y$, any Hermitian matrix is $W=w_0+\mathbf w\cdot\boldsymbol\sigma$ with real coefficients, and $UW^*U^\dagger=w_0-\mathbf w\cdot\boldsymbol\sigma$ by the identity of A.3. The time-even matrices are the multiples of the unit matrix, and the three Pauli matrices are time-odd; in the cubic groups they are the $T_1$ of the odd square, the species of a magnetic field. With $\operatorname{tr}W_a=0$ for non-symmetric modes, $W_a=0$. No property of the point group was used in finding the even matrices.

The degeneracy itself survives to all orders. For an eigenstate $\psi$ of $H(Q)$, $\Theta\psi$ has the same energy, and antiunitarity gives $\langle\Theta\psi|\Theta\Theta\psi\rangle=\langle\Theta\psi|\psi\rangle$, while $\Theta^2=-1$ makes the left side $-\langle\Theta\psi|\psi\rangle$. The overlap is zero and the two states are independent. The same argument applied to $W(Q)$ within a $G_{3/2}$ level pairs its eigenvalues, and the zero trace then fixes the pattern $(-\lambda,-\lambda,\lambda,\lambda)$.

A doublet is not thereby stable at the symmetric geometry. Second-order perturbation theory with a level a gap $\delta$ above it, coupled by $fQ$, adds $-f^2Q^2/\delta$, which overcomes $\tfrac12KQ^2$ when $2f^2/\delta>K$. This is the pseudo-Jahn-Teller mechanism, and the expansion holds for $|fQ|\ll\delta$.

## A.8 Linear molecules

It is enough to treat $C_{\infty v}$. It is a subgroup of $D_{\infty h}$, the two-dimensional levels of $D_{\infty h}$ stay irreducible in it, and a coupling forbidden by a subgroup is forbidden by the group. A degenerate level has states $|{+m}\rangle,|{-m}\rangle$, with $m=\Lambda\ge1$ without spin-orbit coupling and $m=\Omega>0$ with it. A rotation by $\varphi$ about the axis is $D=\operatorname{diag}(e^{-im\varphi},e^{im\varphi})$, and a vertical reflection exchanges the two states up to phases.

Write $W=w_0+\mathbf w\cdot\boldsymbol\sigma$ in this basis. Under rotation the diagonal entries are fixed and $W_{+-}\mapsto e^{-2im\varphi}W_{+-}$. Under reflection the diagonal entries swap. So $1$ is $\Sigma^+$, $\sigma_z$ is $\Sigma^-$, and $\sigma_x,\sigma_y$ together carry angular momentum $\pm2m$. For integer $m$, complex conjugation exchanges $e^{\pm im\varphi}$, so $U=\sigma_x$ and $UU^*=+1$. Then $\sigma_x\sigma_x^*\sigma_x=\sigma_x$, $\sigma_x\sigma_y^*\sigma_x=-\sigma_x\sigma_y\sigma_x=\sigma_y$ and $\sigma_x\sigma_z^*\sigma_x=-\sigma_z$:

$$\text{even: }\Sigma^++(2m),\qquad\text{odd: }\Sigma^-\qquad(m\ \text{integer}).$$

For half-integer $m$, $U=i\sigma_y$ and A.7 gives even: $\Sigma^+$, odd: $\Sigma^-+(2m)$.

All atoms lie on the axis and are fixed by every operation. Each contributes a displacement along the axis, $\Sigma^+$, and a transverse pair with angular momentum $\pm1$, $\Pi$. Translations remove $\Sigma^++\Pi$ and the two rotations remove $\Pi$, leaving $(N-1)\Sigma^++(N-2)\Pi$, which is $2\Sigma^++\Pi$ for a triatomic. For integer $m\ge1$ the splitting matrices need angular momentum $2m\ge2$, and no vibration carries more than 1. The stretches couple only through $W\propto1$. There is no linear splitting. The strain construction of A.6 fails here because $\sum_A\mathbf R_A\mathbf R_A^{\mathsf T}$ has rank one: the strains $xx-yy$ and $xy$, which carry angular momentum 2, move no atom on the $z$ axis, and the strain $xz$ gives $\mathbf u_A\propto z_A\hat{\mathbf x}$, a rigid rotation.

For half-integer $m$ every level is a Kramers doublet. The case $\Omega=\tfrac12$ is the one where rotation symmetry alone would allow a bend to couple, since $2\Omega=1$ is $\Pi$. That $\Pi$ lies in the time-odd square, so it is reached by a transverse magnetic field and not by a bend. The program tests both decompositions for $m=1,2,3$ and $\tfrac12,\tfrac32,\tfrac52$ on an angular grid fine enough to make the averages exact.

The order at which an integer level does split follows from the same covariance. For an isolated level, perturbation theory to any order yields a $2\times2$ effective matrix $W(Q)$, a power series in $Q$, that obeys $DW(Q)D^\dagger=W(gQ)$ and is time-even. With $Q_\pm=Q_x\pm iQ_y$, rotation gives $Q_\pm\mapsto e^{\pm i\varphi}Q_\pm$. A term $Q_+^pQ_-^q$ in $W_{+-}$ must acquire $e^{-2i\Lambda\varphi}$, so $q-p=2\Lambda$ and the lowest degree is $p=0$, $q=2\Lambda$. The coefficient of $\sigma_z$ is time-odd and vanishes. The splitting $2|W_{+-}|$ starts at order $|Q|^{2\Lambda}$: quadratic for $\Pi$, which is the Renner-Teller effect, and quartic for $\Delta$. A quadratic splitting competes with the bending force constant on equal terms, so the lower component may be bent or linear according to the sizes of the constants.

## A.9 A model with explicit couplings

The angular overlap model for one d electron gives the linear coupling constants in closed form. The parameters are round values and describe no particular compound: $e_\sigma=0.8$ eV and $e_\pi=0.2$ eV at $R=2.0$ Å, both scaling with bond length as $r^{-n}$, $n=5$, so that $e'=-ne/R$; spin-orbit constant $\zeta=0.05$ eV; force constant $K=15$ eV/Å$^2$.

A d orbital is $\mathbf r\cdot\mathsf T\mathbf r$ times a radial function, with $\mathsf T$ symmetric and traceless. The product $\operatorname{tr}(\mathsf T\mathsf T')$ is rotation invariant and so, by Schur's lemma on the irreducible $l=2$ space, proportional to the overlap. The orthonormal basis is $\mathsf T_{z^2}=\operatorname{diag}(-1,-1,2)/\sqrt6$, $\mathsf T_{x^2-y^2}=\operatorname{diag}(1,-1,0)/\sqrt2$, and $\mathsf T_{xy},\mathsf T_{xz},\mathsf T_{yz}$ with two entries $1/\sqrt2$. A ligand in direction $\mathbf n$ raises the orbital $\sqrt{3/2}\,(\mathbf n\mathbf n^{\mathsf T}-\tfrac13)$ by $e_\sigma$, and the two orbitals $(\mathbf n\mathbf a^{\mathsf T}+\mathbf a\mathbf n^{\mathsf T})/\sqrt2$, with $\mathbf a\perp\mathbf n$, by $e_\pi$. The amplitudes of $\mathsf T$ on these are $\sqrt{3/2}\,\mathbf n\cdot\mathsf T\mathbf n$ and $\sqrt2\,\mathbf a\cdot\mathsf T\mathbf n$. Summing over the two $\mathbf a$ with $\sum\mathbf a\mathbf a^{\mathsf T}=1-\mathbf n\mathbf n^{\mathsf T}$, and writing $s_i=\mathbf n\cdot\mathsf T_i\mathbf n$,

$$V_{ij}=\sum_{\rm ligands}\Big\{\tfrac32e_\sigma s_is_j+2e_\pi\big[(\mathsf T_i\mathbf n)\cdot(\mathsf T_j\mathbf n)-s_is_j\big]\Big\}. \tag{5}$$

### Octahedron without spin

For ligands on the axes, $\mathsf T\mathbf n\parallel\mathbf n$ for the two diagonal tensors, so they have no $\pi$ term. The $\sigma$ weights $\tfrac32s_is_j$ are: $z^2$, 1 on a $z$ ligand and $\tfrac14$ on an $x$ or $y$ ligand; $x^2-y^2$, $\tfrac34$ on $x$ or $y$ and 0 on $z$; the cross term, $-\sqrt3/4$ on $x$ and $+\sqrt3/4$ on $y$. Both orbitals lie at $3e_\sigma=2.4$ eV. For $xy$, $s=0$ on every axis and the $\pi$ weight is 1 on $x$ and $y$ ligands and 0 on $z$, so $t_{2g}$ lies at $4e_\pi=0.8$ eV, and $\Delta=3e_\sigma-4e_\pi=1.6$ eV.

The normalised $e_g$ strains change bond lengths only. $Q_\theta$ moves the two $z$ ligands out by $2Q_\theta/\sqrt{12}$ and the other four in by $Q_\theta/\sqrt{12}$; $Q_\epsilon$ moves $x$ ligands out and $y$ ligands in by $Q_\epsilon/2$. Along $Q_\theta$ the slope of $z^2$ is $e_\sigma'(2\cdot2-4\cdot\tfrac14)/\sqrt{12}=\tfrac{\sqrt3}2e_\sigma'$, that of $x^2-y^2$ is $-4\cdot\tfrac34e_\sigma'/\sqrt{12}=-\tfrac{\sqrt3}2e_\sigma'$, and the cross terms of $x$ and $y$ ligands cancel. Along $Q_\epsilon$ the diagonal terms cancel and the cross term is $e_\sigma'[2(-\tfrac{\sqrt3}4)\tfrac12+2(\tfrac{\sqrt3}4)(-\tfrac12)]=-\tfrac{\sqrt3}2e_\sigma'$. In the basis $(z^2,x^2-y^2)$,

$$W=F\,(-Q_\theta\sigma_z+Q_\epsilon\sigma_x),\qquad F=\frac{\sqrt3}{2}\frac{ne_\sigma}{R}=\frac{\sqrt3}{2}\cdot\frac{5\times0.8}{2.0}=\sqrt3=1.7321\ \text{eV/Å}.$$

Since $W^2=F^2\rho^2$ with $\rho^2=Q_\theta^2+Q_\epsilon^2$, the eigenvalues are $\pm F\rho$. With one electron in this level and a harmonic restoring term, the lower surface is $-F\rho+\tfrac12K\rho^2$, which has its minimum on the circle

$$\rho_0=\frac FK=\frac{1.7321}{15}=0.1155\ \text{Å},\qquad E_{\rm JT}=\frac{F^2}{2K}=\frac{3}{30}=0.1000\ \text{eV}=807\ \text{cm}^{-1},$$

where the two surfaces are $2F\rho_0=0.4000$ eV apart. At $Q_\theta=\rho_0$ the axial bonds change by $2\rho_0/\sqrt{12}=+0.0667$ Å and the equatorial ones by $-0.0333$ Å, and the electron is in $z^2$. The program tests $\rho_0$ and $E_{\rm JT}$ by minimising the lower eigenvalue of numerically differentiated coupling matrices along five directions of the $(Q_\theta,Q_\epsilon)$ plane.

These are results of the linear coupling, which does not choose between elongation and compression. The model's own second derivatives show what is left out. With $e_\sigma''=n(n+1)e_\sigma/R^2=6$ eV/Å$^2$, the curvature along $Q_\theta$ is $e_\sigma''(2\cdot4+1)/12=4.5$ eV/Å$^2$ for $z^2$ and $3e_\sigma''/12=1.5$ eV/Å$^2$ for $x^2-y^2$. If $K$ is understood to include their mean, the remainder of $\pm1.5$ eV/Å$^2$ is 10 % of $K$ and changes $E_{\rm JT}$ by about that fraction, in opposite senses for the two signs of $Q_\theta$. The same curvature explains why the diagonalised slopes print as $-1.7320$ and $+1.7321$. They are one-sided differences with step $10^{-6}$ Å, which adds half the curvature times the step, about $2\times10^{-6}$ eV/Å for $z^2$, and $\sqrt3=1.7320508$ lies within $10^{-6}$ of a rounding boundary.

For $t_{2g}$ along $Q_\theta$, $xy$ feels the four equatorial ligands, with slope $-4e_\pi'/\sqrt{12}$, and $xz$ feels two $x$ and two $z$ ligands, with slope $e_\pi'(-2+4)/\sqrt{12}$; $yz$ behaves as $xz$. The slopes are $2a,-a,-a$ with

$$a=\frac{ne_\pi}{\sqrt3R}=\frac{5\times0.2}{1.7321\times2.0}=0.2887\ \text{eV/Å},\qquad 2a=0.5774\ \text{eV/Å}.$$

The $t_{2g}$ strain $Q_{xy}$ moves each equatorial ligand sideways by $Q_{xy}/2$, so that $n_z=0$, $n_xn_y=Q_{xy}/2R$ for all four, and bond lengths are unchanged in first order. With $n_z=0$, $\mathsf T_{xz}\mathbf n=(0,0,n_x)/\sqrt2$, $\mathsf T_{yz}\mathbf n=(0,0,n_y)/\sqrt2$ and $s_{xz}=s_{yz}=0$. The element between $xz$ and $yz$ in (5) is $e_\pi n_xn_y$ per ligand, in total $bQ_{xy}$ with $b=2e_\pi/R=0.2000$ eV/Å. The diagonal elements $e_\pi n_x^2$ and $e_\pi n_y^2$ change in second order. For $xy$, $|\mathsf T\mathbf n|^2=\tfrac12$ is constant, $s=\sqrt2n_xn_y$ enters squared, and $\mathsf T_{xy}\mathbf n$ lies in the plane, orthogonal to the other two vectors. The slopes are $-b,0,+b$.

The theorem is now proved for $O_h$ and $T_d$, Kramers doublets and linear molecules have been shown to have no linear splitting, and the model's coupling constants have been found for the octahedron without spin. What remains is the octahedron with spin-orbit coupling, the tetrahedron, a linear example, the numerical checks and the procedure for other cases.

All numerical values are calculated from the stated model.
